# Guiding Functions Need Not Equal Trial Functions in Diffusion Monte Carlo

**Q.** In importance-sampled diffusion Monte Carlo I average the local energy of the trial function over the walkers. That works because the same function also steers them. If I steered with another function, the average would no longer be the energy. So guide and trial function must coincide.

**A.** The plain average would indeed be wrong, but an average can be reweighted. First see which function enters the walker dynamics. Take Hartree atomic units, real functions, $H=-\tfrac12\nabla^2+V$, and a guide $\psi_G>0$. The projected function $\phi$ obeys

$$\partial_t\phi=\tfrac12\nabla^2\phi-(V-E_{\rm ref})\phi ,$$

where $t$ is imaginary time. The walkers have density $f=\psi_G\phi$. With $\mathbf v=\nabla\psi_G/\psi_G$, differentiating $\phi=f/\psi_G$ twice gives

$$\nabla\phi=\frac{\nabla f-f\mathbf v}{\psi_G},\qquad
\psi_G\nabla^2\phi=\nabla^2f-\nabla\cdot(f\mathbf v)-\mathbf v\cdot\nabla f+f v^2 .$$

Now use $\mathbf v\cdot\nabla f=\nabla\cdot(f\mathbf v)-f\nabla\cdot\mathbf v$ and $\nabla\cdot\mathbf v+v^2=\nabla^2\psi_G/\psi_G$. The result is

$$\partial_t f=\tfrac12\nabla^2f-\nabla\cdot(f\mathbf v)-\left(\frac{H\psi_G}{\psi_G}-E_{\rm ref}\right)f .$$

These terms are diffusion, drift and branching. The trial function $\psi_T$ appears in none of them.

**Q.** Then where does $\psi_T$ enter, and what do I average?

**A.** It enters when you project $\phi$ onto it. Define $w=\psi_T/\psi_G$ and $E_L=H\psi_T/\psi_T$. Since $\phi=f/\psi_G$,

$$\int\psi_T\phi=\int wf,\qquad \int(H\psi_T)\phi=\int wE_Lf .$$

If $H\phi=E\phi$, and if $H$ may be moved from $\psi_T$ onto $\phi$, the second integral is $E$ times the first. Hence

$$E=\frac{\langle wE_L\rangle_f}{\langle w\rangle_f}. \tag{1}$$

For $\psi_G=\psi_T$ the weight is one and your usual average returns. The overlap $\int\psi_T\phi$ must not vanish.

**Q.** My particles are fermions, so $\psi_T$ has nodes. Does a nodeless guide still give me the fermion energy?

**A.** Not by itself. One remedy is the fixed-node condition: work in a region $\Omega$ bounded by nodes of $\psi_T$, absorb every walker that reaches the boundary, and use $w=|\psi_T|/\psi_G$. Then $\phi$ becomes the lowest state in $\Omega$ that vanishes on the boundary, with energy $E_{\rm FN}$. Moving $H$ is allowed because, with outward normal $\mathbf n$,

$$\int_\Omega\big[(H|\psi_T|)\phi-|\psi_T|H\phi\big]
=-\tfrac12\oint\big(\phi\nabla|\psi_T|-|\psi_T|\nabla\phi\big)\cdot\mathbf n\,dS=0 ,$$

as both functions vanish there. $E_{\rm FN}$ is the fermion energy if the nodes are those of the fermion ground state.

Absorption has to be imposed explicitly. A guide $|\psi_T|$ has a drift that diverges at the node and points away from it, whereas a nodeless guide has a finite drift there and walkers do arrive. In a finite time step a walker may also cross and return, so looking at the end point alone misses some absorptions.

**Q.** Why not average the guide's own local energy? It already controls the branching.

**A.** Because absorption also removes walkers. Set $E_{\rm ref}=E_{\rm FN}$, so that $f$ is stationary, and integrate its equation over $\Omega$. The drift flux through the boundary vanishes, because $f=0$ and $\mathbf v$ is finite there. What remains is

$$E_{\rm FN}=\left\langle\frac{H\psi_G}{\psi_G}\right\rangle_f+\gamma,\qquad
\gamma=-\frac{\oint\mathbf n\cdot\nabla f\,dS}{2\int_\Omega f}. \tag{2}$$

The rate $\gamma$ is positive, since $f$ falls to zero towards the boundary.

**Q.** Can I see this in a case where everything is known?

**A.** Take two noninteracting spin-polarized particles in a one-dimensional harmonic trap with $\omega=1$ hartree. The rotation $x=(r_1-r_2)/\sqrt2$, $X=(r_1+r_2)/\sqrt2$ separates the Hamiltonian, and I keep the $x$ part,

$$H=-\tfrac12\frac{d^2}{dx^2}+\tfrac12x^2 .$$

Exchange is $x\to-x$, so fermion states are odd and their node is $x=0$. Choose

$$\psi_G=e^{-x^2/2},\qquad \psi_T=x\,e^{-ax^2/2},\qquad a=1.2 .$$

Since $\psi_G''=(x^2-1)\psi_G$, the guide's local energy is $\tfrac12$ everywhere. This guide is the bosonic ground state, with $E_B=\tfrac12$. The lowest odd state is $\phi=xe^{-x^2/2}$: here $\phi''=(x^2-3)\phi$, so $E_F=\tfrac32$.

On $x>0$ the fixed-node density is $f=xe^{-x^2}$, with $f'(0)=1$ and $\int_0^\infty f\,dx=\tfrac12$. The outward normal points towards negative $x$, so (2) gives $\gamma=f'(0)/(2\int f)=1$, and $\tfrac12+1=\tfrac32$. The guide's local energy alone would be wrong by a full hartree.

For the trial function, $\psi_T''=(a^2x^2-3a)\psi_T$. With $k=(a+1)/2$,

$$E_L=\tfrac32a+\tfrac12(1-a^2)x^2,\qquad
E_L-E_F=(a-1)\left(\tfrac32-kx^2\right). \tag{3}$$

A simulation with 20,000 walkers and estimator (1) gave $1.49997\pm0.00012$ hartree. Its measured absorption rate was 0.9995 hartree.

**Q.** The mean is right, then. What do I pay in variance?

**A.** Take $N$ independent samples from $f$ and write $\overline{\cdots}$ for the sample mean. The estimate is $\hat E=\overline{wE_L}/\overline w$, so

$$\hat E-E=\frac{\overline{w(E_L-E)}}{\overline w} .$$

By (1) the numerator has mean zero. To leading order in $1/N$ the denominator may therefore be replaced by $\langle w\rangle_f$, and $\mathrm{Var}(\hat E)=\sigma^2/N$ with

$$\sigma^2=\frac{\langle w^2(E_L-E)^2\rangle_f}{\langle w\rangle_f^2}
=\frac{\displaystyle\int\psi_G\phi\;\int\frac{\psi_T^2}{\psi_G}\phi\,(E_L-E)^2}{\displaystyle\left(\int|\psi_T|\phi\right)^2}. \tag{4}$$

In the last form, each average was written as an integral over $\psi_G\phi$ divided by $\int\psi_G\phi$. Correlations between walkers change the number of steps needed and are not included.

For the guide $|\psi_T|$, the density in the example is proportional to $x^2e^{-kx^2}$. Integration by parts gives $\langle x^2\rangle=3/(2k)$ and $\langle x^4\rangle=15/(4k^2)$, so

$$\sigma_T^2=(a-1)^2\left(\tfrac94-\tfrac92+\tfrac{15}4\right)=\tfrac32(a-1)^2=0.060\ \text{hartree}^2 .$$

For the nodeless guide, $\int_0^\infty\psi_G\phi\,dx=\tfrac12$ and $(\psi_T^2/\psi_G)\phi=x^3e^{-ax^2}$. The integrals of $x^3$, $x^5$ and $x^7$ times $e^{-ax^2}$ are $1/(2a^2)$, $1/a^3$ and $3/a^4$. With $(\tfrac32-kx^2)^2=\tfrac94-3kx^2+k^2x^4$, the second integral in (4) is

$$(a-1)^2\left[\frac{9}{8a^2}-\frac{3k}{a^3}+\frac{3k^2}{a^4}\right].$$

The overlap is $\int_0^\infty x^2e^{-kx^2}dx=\sqrt\pi/(4k^{3/2})$, whose inverse square is $16k^3/\pi$. Multiplying by this and by $\tfrac12$,

$$\sigma_G^2=\frac{4k^3}{\pi}(a-1)^2\left[\frac{9}{4a^2}-\frac{6k}{a^3}+\frac{6k^2}{a^4}\right]. \tag{5}$$

For $a=1.2$, $k=1.1$ this is $1.695\times0.04\times1.244=0.0843$ hartree². A standard error of 1 millihartree takes about 84,000 independent samples instead of 60,000, a factor of 1.41. This factor counts independent samples. The ratio of run lengths also depends on serial correlation and on how walkers branch, and it can differ considerably.

**Q.** So using $\psi_T$ as the guide is at least the cheapest choice?

**A.** Not in general, if cost is measured by the variance per independent sample. Apply the Cauchy–Schwarz inequality to the factors $\sqrt{\psi_G\phi}$ and $|\psi_T||E_L-E|\sqrt{\phi/\psi_G}$:

$$\sigma^2\ge\left(\frac{\int|\psi_T|\phi\,|E_L-E|}{\int|\psi_T|\phi}\right)^2 .$$

Equality requires $\psi_G\propto|\psi_T||E_L-E|$, which differs from $|\psi_T|$ unless $|E_L-E|$ is constant. The bound is 0.034 hartree² in the example. No strictly positive guide attains it there, because the required function has zeros.

Another nodeless guide, $\sqrt{x^2+c^2}\,e^{-bx^2/2}$ with $c=0.5$ bohr and $b=1.1$ bohr⁻², gives 0.0578 hartree², slightly below the 0.060 of $|\psi_T|$. The Gaussian guide also wins for some trial functions: at $a=2$ the ratio $\sigma_G^2/\sigma_T^2$ is 0.81. A poor trial function does not guarantee this, since (5) gives a ratio of 9.7 at $a=0.5$ and 1.08 at $a=10$. As $a\to1$ both variances vanish, because $E_L$ becomes constant, while their ratio tends to $(9/\pi)/(3/2)=6/\pi$.

The guide must not decay too fast. For $\psi_G=e^{-bx^2/2}$ the second integrand in (4) has the Gaussian factor $e^{-(2a+1-b)x^2/2}$. If $b\ge2a+1$ and $a\ne1$, the variance is infinite.

**Q.** Absorption still uses the nodes of $\psi_T$. Could I let the walkers cross freely and leave the antisymmetry to the weights?

**A.** Not once the walkers have forgotten where they started. Without absorption $f$ tends to $\psi_G\phi_B$, where $\phi_B$ is the bosonic ground state. It is symmetric and $\psi_T$ is antisymmetric, so numerator and denominator of (1) both tend to zero, while their statistical noise does not. Only the decaying antisymmetric part of the starting $\phi=f/\psi_G$ carries a fermion signal. If the guide is symmetric, a symmetric starting distribution has none.

**Q.** And if I use $|w|$, so that nothing cancels?

**A.** Then the ratio is finite but, unless $\psi_T$ is already exact, it is in general not the energy of either state. In the example $|w|f\propto|x|e^{-kx^2}$, for which $\langle x^2\rangle=1/k$. From (3),

$$\frac{\langle|w|E_L\rangle}{\langle|w|\rangle}=\tfrac32a+\frac{1-a^2}{2k}=\tfrac32a+1-a=1+\frac a2=1.6\ \text{hartree}.$$

This depends on $a$ even though the walkers do not. The reason is the kink of $|\psi_T|$ at $x=0$. Its slope jumps by 2, so $-\tfrac12|\psi_T|''$ contains $-\delta(x)$, which a local energy evaluated away from the node never sees. The missing term is

$$-\frac{\phi_B(0)}{\int|\psi_T|\phi_B\,dx}=-\frac{1}{1/k}=-1.1\ \text{hartree},$$

and $1.6-1.1=0.5$ hartree is the boson energy. With absorption no such term arises, because $\phi$ vanishes at the kink.

**Q.** Is there a correct way to let them cross?

**A.** Yes: keep the sign of the starting point as well. Draw starts $x_0$ from $\psi_G^2$, and let $K_t(x,x_0)$ be the kernel of $e^{-tH}$. A walker starting at $x_0$ corresponds to $\phi=\delta(x-x_0)/\psi_G(x_0)$, so its later density is $\psi_G(x)K_t(x,x_0)/\psi_G(x_0)$. The pair density is therefore proportional to $\psi_G(x)K_t(x,x_0)\psi_G(x_0)$. Weighting with $w(x_0)w(x)$ replaces both guides by $\psi_T$:

$$E(t)=\frac{\langle w(x_0)w(x)E_L(x)\rangle}{\langle w(x_0)w(x)\rangle}
=\frac{\langle\psi_T|He^{-tH}|\psi_T\rangle}{\langle\psi_T|e^{-tH}|\psi_T\rangle}. \tag{6}$$

Only antisymmetric states contribute, so $E(t)\to E_F$ if $\psi_T$ overlaps the fermion ground state. No nodal approximation is made.

**Q.** What does that freedom cost?

**A.** The mean signed weight is

$$Z(t)=\frac{\langle\psi_T|e^{-tH}|\psi_T\rangle}{\langle\psi_G|e^{-tH}|\psi_G\rangle}\ \propto\ e^{-(E_F-E_B)t}$$

at long times, since the lowest state in the numerator is fermionic and in the denominator bosonic. For independent pairs, the argument leading to (4) gives

$$\sigma^2(t)=\frac{\langle w(x_0)^2w(x)^2[E_L(x)-E(t)]^2\rangle}{Z(t)^2}.$$

The numerator has no sign cancellation. At long times the normalized pair density factorizes into $\psi_G\phi_B$ at each end, so the numerator tends to a positive constant when $E_L$ is not constant. Hence $\sigma^2(t)\propto e^{2(E_F-E_B)t}$.

Pairs are independent if $\psi_G=\phi_B$, because the guide's local energy is then constant and nothing branches. With branching, descendants share a start and the variance formula needs their correlations.

**Q.** How large is this in the trap?

**A.** The guide there is $\phi_B$, with drift $-x$. Put $\rho=e^{-t}$. The start density is $e^{-x_0^2}/\sqrt\pi$, and the end point is Gaussian with mean $\rho x_0$ and variance $(1-\rho^2)/2$. The pair density is thus

$$\frac{1}{\pi\sqrt{1-\rho^2}}\exp\left[-\frac{x_0^2+x^2-2\rho x_0x}{1-\rho^2}\right].$$

The weight is $x_0x\,e^{-(a-1)(x_0^2+x^2)/2}$. With $u=(x_0+x)/\sqrt2$ and $s=(x_0-x)/\sqrt2$ we have $x_0x=(u^2-s^2)/2$, and the total exponent is $-pu^2-qs^2$, where

$$p=\frac1{1+\rho}+\frac{a-1}2,\qquad q=\frac1{1-\rho}+\frac{a-1}2 .$$

The Gaussian integral of $(u^2-s^2)/2$ is $\pi(q-p)/[4(pq)^{3/2}]$. Here $q-p=2\rho/(1-\rho^2)$ and $pq=S/[4(1-\rho^2)]$, with $S=(a+1)^2-(a-1)^2\rho^2$. Collecting factors,

$$Z(t)=4\rho\,S^{-3/2}.$$

Because $\psi_G$ is an eigenstate, $Z\propto e^{E_Bt}\langle\psi_T|e^{-tH}|\psi_T\rangle$, so $E(t)=E_B-d\ln Z/dt$. With $d\rho/dt=-\rho$ and $dS/dt=2(a-1)^2\rho^2$,

$$E(t)=\frac32+\frac{3(a-1)^2e^{-2t}}{S}.$$

Quadrature of the variance gives:

| $t$ (a.u.) | $E(t)$ (hartree) | $\sigma^2$ (hartree²) |
|---|---|---|
| 1 | 1.50336 | 0.547 |
| 2 | 1.50045 | 3.02 |
| 4 | 1.50001 | 156 |
| 6 | 1.50000 | 8520 |

At $t=2$ the remaining bias is below 1 millihartree, and a statistical error of that size takes $3.0\times10^6$ pairs. At $t=6$ it takes $8.5\times10^9$. Between $t=5$ and $t=6$ the logarithm of the variance grows by 1.9999, against $2(E_F-E_B)=2$. In a quartic well $x^4/2$, guided by its own boson ground state and with trial function $xe^{-x^2}$, it grows by 2.7393 between $t=4$ and $t=5$, twice the gap of 1.3697 hartree to within rounding.

Sampled pairs gave $1.5035\pm0.0003$ hartree at $t=1$. The variances estimated from 400 replicas were 0.490 and 2.76 hartree² at $t=1$ and $2$, about 10% and 9% below the quadrature values. For nearly Gaussian replica means, such an estimate has a relative uncertainty of $\sqrt{2/399}\approx7\%$, so these deviations are compatible with sampling noise.

**Q.** Then my rule confused two jobs. The guide decides where walkers go, and the trial function decides what I project onto.

**A.** Yes, and antisymmetry is a third job. If $\psi_G=|\psi_T|$, the drift keeps walkers away from the nodes, apart from rare crossings caused by a finite time step. With a nodeless guide you must supply the constraint by absorption, at a finite change in variance when the integrals in (4) converge, or carry signs from start to end and pay the exponential cost.

## Computed values

```
trial exponent a = 1.2 bohr^-2; trap frequency = 1 hartree
E_B = 0.500000, E_F = 1.500000 hartree
variational energy of T = 1.525000 hartree
FIXED NODE, guide exp(-x^2/2)
walkers 20000, step 0.5 a.u., measured steps 800
walker energy = 1.49997 +- 0.00012 hartree
absorption rate from walkers = 0.9995 hartree
guide local energy + absorption = 1.4995 hartree
variance, guide |T| = 0.06000 hartree^2
variance, nodeless guide = 0.08434 hartree^2
variance from replicas = 0.08483 hartree^2
lower bound over guides = 0.03423 hartree^2
cost ratio nodeless/|T| = 1.4057
samples for 1 mhartree: |T| 60000, nodeless 84342
a, variance |T|, variance nodeless (hartree^2), ratio:
  1.1  0.01500  0.02424  1.6158
  1.2  0.06000  0.08434  1.4057
  1.5  0.37500  0.39144  1.0438
  2.0  1.50000  1.20858  0.8057
SECOND GUIDE sqrt(x^2+c^2) exp(-b x^2/2)
c = 0.5 bohr, b = 1.1 bohr^-2
weighted energy = 1.50000 hartree
mean guide local energy = 0.9888 hartree
absorption rate = 0.5112 hartree
variance = 0.05784 hartree^2, ratio to |T| = 0.9640
NO ABSORPTION, absolute weights (wrong recipe)
energy = 1.6000, omitted kink term = -1.1000 hartree
FREE PROJECTION, signed weights
t (a.u.), mean weight (bohr^2), E(t) (hartree), variance (hartree^2), samples for 1 mhartree:
  0.5  0.228891  1.509149  0.29101  2.91e+05
  1.0  0.138429  1.503359  0.54749  5.47e+05
  2.0  0.050851  1.500454  3.024  3.02e+06
  4.0  0.006880  1.500008  156.16  1.56e+08
  6.0  0.000931  1.500000  8516.9  8.52e+09
sampled t=1: E = 1.50353 +- 0.00026 hartree, variance 0.4903 hartree^2
sampled t=2: E = 1.49974 +- 0.00061 hartree, variance 2.7579 hartree^2
log variance growth, t=5 to 6: 1.99987 (dimensionless)
quartic well x^4/2: gap E_F-E_B = 1.36966 hartree
quartic log variance growth, t=4 to 5: 2.73931
```
